**Spherical acceptor Hamiltonian: coupling parameter, radial equations and cubic correction**

The program tests that the rotation-invariant part of the Luttinger acceptor Hamiltonian has the coupling $\mu=(4\gamma_2+6\gamma_3)/(5\gamma_1)$, where $\gamma_1,\gamma_2,\gamma_3$ are the Luttinger parameters. The remaining cubic term has strength $\delta=(\gamma_3-\gamma_2)/\gamma_1$, and energies are given in $R^*=1/(2\varepsilon^2\gamma_1)$ hartree, with $\varepsilon$ the dielectric constant. It averages the Luttinger matrix over rotations by quadrature and asserts agreement with the spherical form; the largest deviation is $4.4\times10^{-15}$. Commutators with the total angular momentum $\mathbf F$ confirm that the cubic part has rank 4, and its matrix elements within the even $F=3/2$ sector vanish to rounding error. The Bessel identities behind the radial equations are asserted symbolically. For $\gamma_1=5$, $\gamma_2=1$, $\gamma_3=1.5$ and $\varepsilon=12$, the radial equations give $-1.33183\,R^*$, and a separate three-dimensional Gaussian calculation in atomic units gives $-1.33181\,R^*$. The full cubic Hamiltonian lowers the level by a further $0.0217\,R^*$, or 0.41 meV. At fixed $\mu$, halving $|\delta|$ reduces the sign-averaged shift by a factor of 4.016, close to the factor 4 of a second-order effect.

## Verification by program

```python
"""Spherical acceptor Hamiltonian from the Luttinger Hamiltonian.

Result under test (hole energies positive, J = 3/2, atomic units):
  the rotation-invariant part of the Luttinger acceptor Hamiltonian is
  H_s = p^2 - 2/r - (mu/9) sum_ik P_ik J_ik,
  mu = (4 gamma2 + 6 gamma3) / (5 gamma1),
in units R* = 1/(2 eps^2 gamma1) hartree and a* = eps gamma1 bohr.
P_ik = 3 p_i p_k - delta_ik p^2,
J_ik = (3/2)(J_i J_k + J_k J_i) - delta_ik J^2.
gamma1..3: Luttinger parameters, eps: dielectric constant,
delta = (gamma3 - gamma2)/gamma1: strength of the remaining cubic term.
F = L + J is the total angular momentum of the envelope and band edge.
"""
import numpy as np
import sympy as sp
from math import factorial
from scipy.linalg import eigh, expm, block_diag
from scipy.special import lpmv, eval_genlaguerre, gamma as gamma_fn
from scipy.constants import physical_constants

HARTREE_MEV = 1e3 * physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * physical_constants["Bohr radius"][0]

g1, g2, g3, eps = 5.0, 1.0, 1.5, 12.0      # round model parameters
mu = (4 * g2 + 6 * g3) / (5 * g1)
delta = (g3 - g2) / g1
g_bar = mu * g1 / 2
rydberg = 1 / (2 * eps**2 * g1)            # hartree
length = eps * g1                          # bohr


def angular_momentum(j):
    """Matrices (x, y, z) in the basis m = j, j-1, ..., -j."""
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j, np.diag(m)], dtype=complex)


J = angular_momentum(1.5)
one4 = np.eye(4)


def luttinger_tensor(a1, a2, a3):
    """W_ik with kinetic energy = sum_ik p_i p_k W_ik."""
    W = np.zeros((3, 3, 4, 4), dtype=complex)
    for i in range(3):
        for k in range(3):
            if i == k:
                W[i, i] = (a1 + 2.5 * a2) / 2 * one4 - a2 * J[i] @ J[i]
            else:
                W[i, k] = -a3 * (J[i] @ J[k] + J[k] @ J[i]) / 2
    return W


def kinetic_at(k, W):
    return np.einsum("i,k,ikab->ab", k, k, W)


W_cubic = luttinger_tensor(g1, g2, g3)

# --- dispersion of the starting Hamiltonian -------------------------------
k_test = np.array([0.7, -0.4, 1.1])
k2 = k_test @ k_test
mixed = sum((k_test[i] * k_test[(i + 1) % 3])**2 for i in range(3))
root = np.sqrt(g2**2 * k2**2 + 3 * (g3**2 - g2**2) * mixed)
expected = g1 * k2 / 2 + np.array([-root, -root, root, root])
assert np.allclose(np.linalg.eigvalsh(kinetic_at(k_test, W_cubic)), expected)

# --- rotational average of the Luttinger matrix, by quadrature -------------


def rotation_z(t):
    return np.array([[np.cos(t), -np.sin(t), 0],
                     [np.sin(t), np.cos(t), 0], [0, 0, 1]])


def rotation_y(t):
    return np.array([[np.cos(t), 0, np.sin(t)],
                     [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])


average = np.zeros((4, 4), dtype=complex)
turns = 2 * np.pi * np.arange(10) / 10
spin_z = [expm(-1j * t * J[2]) for t in turns]
for c, w in zip(*np.polynomial.legendre.leggauss(8)):
    beta = np.arccos(c)
    spin_y = expm(-1j * beta * J[1])
    for ia, ta in enumerate(turns):
        for ic, tc in enumerate(turns):
            R = rotation_z(ta) @ rotation_y(beta) @ rotation_z(tc)
            U = spin_z[ia] @ spin_y @ spin_z[ic]
            rotated = U @ kinetic_at(R.T @ k_test, W_cubic) @ U.conj().T
            average += w / 2 / 100 * rotated
k_dot_J = np.einsum("i,iab->ab", k_test, J)
spherical = g1 / 2 * (k2 * one4 - mu * (k_dot_J @ k_dot_J - 1.25 * k2 * one4))
average_error = np.abs(average - spherical).max()
assert average_error < 1e-11
band_curvatures = 2 * np.linalg.eigvalsh(average) / k2
mass_heavy, mass_light = 1 / band_curvatures[0], 1 / band_curvatures[3]
assert np.isclose(mass_heavy, 1 / (g1 * (1 - mu)))
assert np.isclose(mass_light, 1 / (g1 * (1 + mu)))
mass_100 = k2 / k2 / (2 * np.linalg.eigvalsh(
    kinetic_at(np.array([1.0, 0, 0]), W_cubic))[0])
mass_111 = 1 / (2 * np.linalg.eigvalsh(
    kinetic_at(np.ones(3) / np.sqrt(3), W_cubic))[0])

# --- angular operators in even spherical harmonics up to L = 8 -------------
L_LIST = [0, 2, 4, 6, 8]
cos_t, w_t = np.polynomial.legendre.leggauss(14)
phi = 2 * np.pi * np.arange(28) / 28
CT, PH = [a.ravel() for a in np.meshgrid(cos_t, phi, indexing="ij")]
weights = np.repeat(w_t, 28) * 2 * np.pi / 28
ST = np.sqrt(1 - CT**2)
unit = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])


def harmonic(l, m):
    a = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, CT) * np.exp(1j * a * PH)
    return y if m >= 0 else (-1)**a * y.conj()


labels = [(l, m) for l in L_LIST for m in range(l, -l - 1, -1)]
Y = np.array([harmonic(l, m) for l, m in labels])
n_orb = len(labels)
assert np.allclose((Y.conj() * weights) @ Y.T, np.eye(n_orb))
NN = np.array([[(Y.conj() * weights * unit[i] * unit[k]) @ Y.T
                for k in range(3)] for i in range(3)])
L_op = [block_diag(*[angular_momentum(l)[i] for l in L_LIST])
        for i in range(3)]
F_op = [np.kron(L_op[i], one4) + np.kron(np.eye(n_orb), J[i])
        for i in range(3)]
L_of_state = np.repeat([l for l, m in labels], 4)
F_z = np.real(np.diag(F_op[2]))


def angular_kinetic(W):
    return sum(np.kron(NN[i, k], W[i, k]) for i in range(3) for k in range(3))


diagonal_part, off_part = 0, 0
for i in range(3):
    for k in range(3):
        same = float(i == k)
        P_ik = 3 * NN[i, k] - same * np.eye(n_orb)
        J_ik = 1.5 * (J[i] @ J[k] + J[k] @ J[i]) - same * 3.75 * one4
        if i == k:
            diagonal_part = diagonal_part + np.kron(P_ik, J_ik)
        else:
            off_part = off_part + np.kron(P_ik, J_ik)
scalar_part = diagonal_part + off_part
cubic_part = (2 * off_part - 3 * diagonal_part) / 5
decomposed = (g1 / 2 * np.eye(4 * n_orb) - g_bar / 9 * scalar_part
              - (g3 - g2) / 9 * cubic_part)
assert np.allclose(angular_kinetic(W_cubic), decomposed, atol=1e-11)


def commutator(a, b):
    return a @ b - b @ a


def rank_casimir(op):
    """Equals rank (rank + 1) times op for a pure tensor operator."""
    return sum(commutator(f, commutator(f, op)) for f in F_op)


assert max(np.abs(commutator(f, scalar_part)).max() for f in F_op) < 1e-10
assert np.allclose(rank_casimir(cubic_part), 20 * cubic_part, atol=1e-9)
casimir_ratio = np.real(np.vdot(cubic_part, rank_casimir(cubic_part))
                        / np.vdot(cubic_part, cubic_part))

# --- the F = 3/2 sector ----------------------------------------------------
F_squared = sum(f @ f for f in F_op)
f_values, f_vectors = np.linalg.eigh(F_squared)
sector = f_vectors[:, np.abs(f_values - 3.75) < 1e-8]
sector_size = sector.shape[1]
assert sector_size == 8
assert np.abs(sector[L_of_state > 2]).max() < 1e-9
first_order = np.abs(sector.conj().T @ cubic_part @ sector).max()
assert first_order < 1e-10
shift_z = F_op[2] - 1.5 * np.eye(4 * n_orb)
z_values, z_vectors = np.linalg.eigh(
    sector.conj().T @ shift_z @ shift_z @ sector)
pair = sector @ z_vectors[:, np.abs(z_values) < 1e-8]
assert pair.shape[1] == 2
l_values, l_vectors = np.linalg.eigh(
    pair.conj().T @ np.diag(L_of_state * (L_of_state + 1.0)) @ pair)
assert np.allclose(l_values, [0, 6])
pair = pair @ l_vectors
K_matrix = pair.conj().T @ (scalar_part / 9) @ pair
assert np.allclose(np.abs(K_matrix), [[0, 1], [1, 0]], atol=1e-10)

# --- Bessel identities behind the radial equations -------------------------
r_s, p_s = sp.symbols("r p", positive=True)
z_s = p_s * r_s
j0 = sp.sin(z_s) / z_s
j2 = (3 / z_s**3 - 1 / z_s) * sp.sin(z_s) - 3 * sp.cos(z_s) / z_s**2
up = sp.diff(j0, r_s, 2) - sp.diff(j0, r_s) / r_s
down = sp.diff(j2, r_s, 2) + 5 * sp.diff(j2, r_s) / r_s + 3 * j2 / r_s**2
assert sp.simplify(sp.expand(up - p_s**2 * j2)) == 0
assert sp.simplify(sp.expand(down - p_s**2 * j0)) == 0


# --- radial equations in a Laguerre basis (effective units) ----------------
def laguerre(n, a, x):
    return eval_genlaguerre(n, a, x) if n >= 0 else np.zeros_like(x)


def radial_ground(coupling, size=18, zeta=1.4):
    """Ground energy in R* and weight of the L = 2 component."""
    x, w = np.polynomial.laguerre.laggauss(60)
    s = 2 * zeta
    r, w = x / s, w / s
    f, df, d2f, g, dg = [], [], [], [], []
    for n in range(size):
        q, q1, q2 = (laguerre(n, 2, x), -laguerre(n - 1, 3, x),
                     laguerre(n - 2, 4, x))
        f.append(q)
        df.append(s * (q1 - q / 2))
        d2f.append(s**2 * (q2 - q1 + q / 4))
        q, q1 = laguerre(n, 4, x), -laguerre(n - 1, 5, x)
        g.append(x * q)
        dg.append(s * (q + x * q1 - x * q / 2))
    f, df, d2f, g, dg = map(np.array, (f, df, d2f, g, dg))
    wr2 = w * r**2
    S_f, S_g = (f * wr2) @ f.T, (g * wr2) @ g.T
    H_f = (df * wr2) @ df.T - 2 * (f * w * r) @ f.T
    H_g = (dg * wr2) @ dg.T + 6 * (g * w) @ g.T - 2 * (g * w * r) @ g.T
    H_gf = coupling * (g * wr2) @ (d2f - df / r).T
    H = np.block([[H_f, H_gf.T], [H_gf, H_g]])
    values, vectors = eigh(H, block_diag(S_f, S_g))
    d_part = vectors[size:, 0]
    return values[0], d_part @ S_g @ d_part


E_radial, d_weight = radial_ground(mu)
assert abs(radial_ground(0.0)[0] + 1) < 1e-9
assert abs(radial_ground(-mu)[0] - E_radial) < 1e-9
assert abs(radial_ground(mu, size=13)[0] - E_radial) < 1e-5

# --- three-dimensional Gaussian calculation in atomic units ----------------
exponents = 0.03 * 2.5**np.arange(14) / length**2


def gauss_integral(n, c):
    """Integral of x^n exp(-c x^2) from 0 to infinity."""
    return gamma_fn((n + 1) / 2) / (2 * c**((n + 1) / 2))


def full_ground(W, l_max):
    """Lowest energy (hartree) among states with F_z = 3/2 modulo 4."""
    chosen = np.where((L_of_state <= l_max)
                      & (np.rint(F_z - 1.5).astype(int) % 4 == 0))[0]
    A = angular_kinetic(W)[np.ix_(chosen, chosen)]
    ls = L_of_state[chosen]
    a, b = exponents[:, None], exponents[None, :]
    norm = {l: 1 / np.sqrt(gauss_integral(2 * l + 2, 2 * exponents))
            for l in L_LIST}
    n_g = len(exponents)
    H = np.zeros((len(ls) * n_g,) * 2, dtype=complex)
    S = np.zeros_like(H)
    for l in L_LIST:
        rows = np.where(ls == l)[0]
        if len(rows) == 0:
            continue
        row_span = slice(rows[0] * n_g, (rows[-1] + 1) * n_g)
        scale = np.outer(norm[l], norm[l])
        eye = np.eye(len(rows))
        S[row_span, row_span] = np.kron(
            eye, scale * gauss_integral(2 * l + 2, a + b))
        H[row_span, row_span] -= np.kron(
            eye, scale * gauss_integral(2 * l + 1, a + b)) / eps
        for l2 in L_LIST:
            cols = np.where(ls == l2)[0]
            if len(cols) == 0:
                continue
            col_span = slice(cols[0] * n_g, (cols[-1] + 1) * n_g)
            T = gauss_integral(l + l2 + 4, 1 / (4 * a) + 1 / (4 * b))
            T = T / ((2 * a)**(l + 1.5) * (2 * b)**(l2 + 1.5))
            T = T * np.outer(norm[l], norm[l2]) * (-1)**((l - l2) // 2)
            H[row_span, col_span] += np.kron(A[np.ix_(rows, cols)], T)
    return eigh(H, S, eigvals_only=True, subset_by_index=[0, 0])[0]


# Tolerance 2e-4 R*: finite Gaussian basis, which has no cusp at r = 0.
E_hydrogenic = full_ground(luttinger_tensor(g1, 0, 0), 2) / rydberg
assert abs(E_hydrogenic + 1) < 2e-4
W_sphere = luttinger_tensor(g1, g_bar, g_bar)
E_sphere = full_ground(W_sphere, 4) / rydberg
assert abs(E_sphere - E_radial) < 2e-4
assert abs(full_ground(W_sphere, 2) / rydberg - E_sphere) < 1e-8

E_cubic = {l: full_ground(W_cubic, l) / rydberg for l in (2, 4, 6, 8)}
assert E_cubic[8] < E_sphere
assert abs(E_cubic[8] - E_cubic[6]) < 1e-3


def even_shift(d):
    """Mean level shift for cubic strengths +d and -d at fixed mu, in R*."""
    total = 0
    for s in (d, -d):
        W = luttinger_tensor(g1, g_bar - 0.6 * s * g1, g_bar + 0.4 * s * g1)
        total += full_ground(W, 4) / rydberg - E_sphere
    return total / 2


shift_large, shift_small = even_shift(0.05), even_shift(0.025)
shift_ratio = shift_large / shift_small
assert shift_large < 0 and abs(shift_ratio - 4) < 0.2

# --- printed numbers -------------------------------------------------------
print(f"gamma1, gamma2, gamma3 = {g1}, {g2}, {g3} (dimensionless)")
print(f"dielectric constant eps = {eps}")
print(f"spherical mean gamma_bar = {g_bar:.4f}")
print(f"coupling mu = {mu:.4f}")
print(f"cubic strength delta = {delta:.4f}")
print(f"rotational average, largest deviation = {average_error:.1e}")
print(f"spherical heavy mass = {mass_heavy:.4f} electron masses")
print(f"spherical light mass = {mass_light:.4f} electron masses")
print(f"heavy mass along [100] = {mass_100:.4f} electron masses")
print(f"heavy mass along [111] = {mass_111:.4f} electron masses")
print(f"cubic part, rank*(rank+1) = {casimir_ratio:.6f}")
print(f"even F=3/2 states found = {sector_size}")
print(f"|K| between L=0 and L=2 = {abs(K_matrix[0, 1]):.6f}")
print(f"largest cubic element within F=3/2 = {first_order:.1e}")
print(f"energy unit R* = {rydberg:.6e} hartree")
print(f"energy unit R* = {rydberg * HARTREE_MEV:.3f} meV")
print(f"length unit a* = {length:.1f} bohr = {length * BOHR_NM:.3f} nm")
for value in (0.0, 0.25, 0.5, 0.75):
    energy, weight = radial_ground(value)
    print(f"mu={value:.2f}: E = {energy:.4f} R*, L=2 weight = {weight:.4f}")
print(f"example, radial equations: E = {E_radial:.5f} R*")
print(f"example, L=2 weight = {d_weight:.4f}")
print(f"example, 3D Gaussian, spherical: E = {E_sphere:.5f} R*")
print(f"3D Gaussian, gamma2=gamma3=0: E = {E_hydrogenic:.5f} R*")
print(f"spherical binding energy = {-E_radial * rydberg:.6e} hartree")
print(f"spherical binding energy = "
      f"{-E_radial * rydberg * HARTREE_MEV:.2f} meV")
for l, energy in E_cubic.items():
    print(f"full cubic, L up to {l}: E = {energy:.5f} R*")
cubic_shift = E_cubic[8] - E_sphere
print(f"cubic shift of the level = {cubic_shift:.5f} R*")
print(f"cubic shift of the level = "
      f"{cubic_shift * rydberg * HARTREE_MEV:.3f} meV")
print(f"even shift at |delta|=0.050: {shift_large:.6f} R*")
print(f"even shift at |delta|=0.025: {shift_small:.6f} R*")
print(f"ratio of these shifts = {shift_ratio:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
gamma1, gamma2, gamma3 = 5.0, 1.0, 1.5 (dimensionless)
dielectric constant eps = 12.0
spherical mean gamma_bar = 1.3000
coupling mu = 0.5200
cubic strength delta = 0.1000
rotational average, largest deviation = 4.4e-15
spherical heavy mass = 0.4167 electron masses
spherical light mass = 0.1316 electron masses
heavy mass along [100] = 0.3333 electron masses
heavy mass along [111] = 0.5000 electron masses
cubic part, rank*(rank+1) = 20.000000
even F=3/2 states found = 8
|K| between L=0 and L=2 = 1.000000
largest cubic element within F=3/2 = 2.4e-15
energy unit R* = 6.944444e-04 hartree
energy unit R* = 18.897 meV
length unit a* = 60.0 bohr = 3.175 nm
mu=0.00: E = -1.0000 R*, L=2 weight = 0.0000
mu=0.25: E = -1.0599 R*, L=2 weight = 0.0267
mu=0.50: E = -1.2985 R*, L=2 weight = 0.1098
mu=0.75: E = -2.1450 R*, L=2 weight = 0.2590
example, radial equations: E = -1.33183 R*
example, L=2 weight = 0.1191
example, 3D Gaussian, spherical: E = -1.33181 R*
3D Gaussian, gamma2=gamma3=0: E = -1.00000 R*
spherical binding energy = 9.248808e-04 hartree
spherical binding energy = 25.17 meV
full cubic, L up to 2: E = -1.34813 R*
full cubic, L up to 4: E = -1.35292 R*
full cubic, L up to 6: E = -1.35354 R*
full cubic, L up to 8: E = -1.35354 R*
cubic shift of the level = -0.02173 R*
cubic shift of the level = -0.411 meV
even shift at |delta|=0.050: -0.005343 R*
even shift at |delta|=0.025: -0.001330 R*
ratio of these shifts = 4.016
ALL CHECKS PASSED
```
